# Time constants and Foster resistances of a two-stage thermal ladder

## Problem

A chip and the metal pad beneath it are represented by a two-stage Cauer ladder. Heating power $P$ enters node 1, the chip. A heat capacitance $C_1$ stores heat at node 1, and a thermal resistance $R_1$ leads from node 1 to node 2, the pad. A capacitance $C_2$ stores heat at node 2, and a resistance $R_2$ leads from there to a boundary at fixed temperature. $T_1$ and $T_2$ are the temperature rises above that boundary. All four elements are constant, with $R_1=R_2=R$ and $C_1=C_2=C$.

Parts (a) to (c) use units in which $R=C=1$, so that time is measured in units of $RC$.

(a) Find the two time constants.

(b) The thermal impedance seen at node 1 can also be produced by a Foster chain: two parallel pairs $(R_i,C_i)$ connected in series, the full power passing through each pair. Find the resistances and capacitances.

(c) Find the response of node 2 to a power step at node 1. Does a junction inside the Foster chain represent the pad? What changes if node 2 is heated instead?

(d) Take $R=0.25$ K/W, $C=0.08$ J/K and a power step of 40 W. Find the temperature rise of the chip after 20 ms and the time it needs to reach 90 % of its final rise.

(e) Estimate how well the two-node model describes a silicon die glued to a copper pad on a cold plate.

## Solution

### (a) Time constants

The heat stored per unit time at a node equals the heat flowing in minus the heat flowing out:

$$\frac{dT_1}{dt}=P-(T_1-T_2),\qquad \frac{dT_2}{dt}=(T_1-T_2)-T_2 .$$

The time constants belong to the free decay, so set $P=0$ and try $T_1=a_1e^{-\lambda t}$, $T_2=a_2e^{-\lambda t}$. Cancelling the exponential and collecting terms gives

$$(1-\lambda)a_1=a_2,\qquad (2-\lambda)a_2=a_1 .$$

Substituting the first equation into the second gives $(2-\lambda)(1-\lambda)a_1=a_1$. Here $a_1$ cannot vanish, since $a_2$ would then vanish too. Hence

$$(1-\lambda)(2-\lambda)-1=\lambda^2-3\lambda+1=0,\qquad \lambda=\frac{3\pm\sqrt5}{2}.$$

Call the smaller rate $\lambda_s=0.382$ (slow) and the larger $\lambda_f=2.618$ (fast). Their product is the constant term of the quadratic, which is 1, so each rate is the reciprocal of the other:

$$\tau_s=\frac1{\lambda_s}=\frac{3+\sqrt5}{2}=2.618,\qquad \tau_f=\frac1{\lambda_f}=\frac{3-\sqrt5}{2}=0.382 .$$

Neither equals the product $RC=1$ of a single stage, because the stages exchange heat. The ratio $a_2/a_1=1-\lambda$ shows how. In the slow mode it is $+0.618$: both nodes are warm and cool together. In the fast mode it is $-1.618$: the rises have opposite signs, and heat passes between the nodes as the difference evens out.

### (b) Foster elements

Take the Laplace transform with zero initial rises, keeping the same symbols for the transformed quantities:

$$(s+1)T_1-T_2=P,\qquad (s+2)T_2=T_1 .$$

Inserting $T_2=T_1/(s+2)$ into the first equation gives

$$\frac{(s+1)(s+2)-1}{s+2}\,T_1=P,
\qquad
Z(s)=\frac{T_1}{P}=\frac{s+2}{s^2+3s+1}.$$

For one Foster pair, the power divides between storage and conduction, $P=sC_iT+T/R_i$. With $\tau_i=R_iC_i$ its impedance is

$$\frac{T}{P}=\frac{R_i}{1+s\tau_i}=\frac{1/C_i}{s+1/\tau_i}.$$

The impedances of pairs in series add. The task is therefore to write

$$Z(s)=\frac{k_s}{s+\lambda_s}+\frac{k_f}{s+\lambda_f},$$

and then to read off $C_i=1/k_i$ and $R_i=k_i\tau_i$.

The denominator of $Z$ is $(s+\lambda_s)(s+\lambda_f)$. Multiplying $Z$ by $s+\lambda_s$ and setting $s=-\lambda_s$ isolates $k_s$; the other coefficient follows in the same way. With $\lambda_f-\lambda_s=\sqrt5$,

$$k_s=\frac{2-\lambda_s}{\lambda_f-\lambda_s}=\frac{1+\sqrt5}{2\sqrt5}=0.7236,
\qquad
k_f=\frac{2-\lambda_f}{\lambda_s-\lambda_f}=\frac{\sqrt5-1}{2\sqrt5}=0.2764 .$$

Multiplication by the time constants gives

$$R_s=\frac{(1+\sqrt5)(3+\sqrt5)}{4\sqrt5}=\frac{8+4\sqrt5}{4\sqrt5}=1+\frac{2}{\sqrt5}=1.894,$$

$$R_f=\frac{(\sqrt5-1)(3-\sqrt5)}{4\sqrt5}=\frac{4\sqrt5-8}{4\sqrt5}=1-\frac{2}{\sqrt5}=0.106 .$$

The capacitances are $C_s=1/k_s=1.382$ and $C_f=1/k_f=3.618$.

For a constant power switched on at $t=0$, each pair rises towards $PR_i$ with its own time constant, so

$$\frac{T_1(t)}{P}=R_s\left(1-e^{-t/\tau_s}\right)+R_f\left(1-e^{-t/\tau_f}\right).$$

Two limits can be compared with the ladder. At long times the rise per unit power is $R_s+R_f=2$, the two ladder resistances in series. At the start its slope is $R_s/\tau_s+R_f/\tau_f=k_s+k_f=1$, which is $1/C_1$: the first heat is stored in the chip, before a temperature difference exists to drive it onward.

### (c) The pad and the Foster junction

From $T_2=T_1/(s+2)$,

$$\frac{T_2}{P}=\frac{1}{(s+\lambda_s)(s+\lambda_f)}
=\frac1{\sqrt5}\left(\frac1{s+\lambda_s}-\frac1{s+\lambda_f}\right).$$

Recombining the bracket gives the numerator $\lambda_f-\lambda_s=\sqrt5$, which confirms the prefactor. A term $1/(s+\lambda)$ responds to a unit power step as $\tau(1-e^{-t/\tau})$. Since $\tau_s-\tau_f=\sqrt5$, the constant parts add to 1:

$$\frac{T_2(t)}{P}=1-\frac{\tau_s e^{-t/\tau_s}-\tau_f e^{-t/\tau_f}}{\sqrt5}
=1-1.171\,e^{-t/\tau_s}+0.171\,e^{-t/\tau_f}.$$

The initial slope is $(1-1)/\sqrt5=0$, because the pad receives no heat until the chip has warmed. The negative fast term in the transform produces this delay.

The pad settles at a rise of 1 per unit power. The junction between the two Foster pairs settles at the resistance of the pair on its cold side, which is 0.106 or 1.894 depending on their order. Neither is the pad temperature. The Foster chain reproduces the temperature of the heated node, but its inner junction does not represent the pad.

This matters when something is added at the cold end. An extra resistance $R_3$ attached to the Foster chain carries the full power at once and gives an immediate jump $PR_3$ at the chip. In the ladder, node 1 still starts from zero, and the time constants change. For $R_3=0.2$, the conductance from node 2 to the boundary becomes $1/1.2=5/6$, and the decay condition is

$$(1-\lambda)\left(1+\tfrac56-\lambda\right)-1=\lambda^2-\tfrac{17}{6}\lambda+\tfrac56
=\left(\lambda-\tfrac13\right)\left(\lambda-\tfrac52\right)=0 .$$

The slow time constant rises from 2.618 to 3.

If node 2 is heated instead, the equations are $(s+1)T_1=T_2$ and $(s+2)T_2-T_1=P$. Eliminating $T_1$ gives

$$\frac{T_2}{P}=\frac{s+1}{s^2+3s+1}.$$

The denominator, and with it the time constants, is unchanged. The numerator differs, and the same procedure gives

$$R_s'=\frac{1-\lambda_s}{\sqrt5}\,\tau_s=\frac12\left(1+\frac1{\sqrt5}\right)=0.724,$$

$$R_f'=\frac{1-\lambda_f}{-\sqrt5}\,\tau_f=\frac12\left(1-\frac1{\sqrt5}\right)=0.276 .$$

Their sum is 1, since in the steady state the heat crosses $R_2$ alone. Foster resistances thus belong to a network together with a chosen heated node.

### (d) Numbers for a chip

Here $RC=0.25\times0.08=0.020$ s, or 20 ms. Time constants scale with $RC$ and Foster resistances with $R$:

$$\tau_s=52.4\text{ ms},\quad \tau_f=7.64\text{ ms},\quad
R_s=0.474\text{ K/W},\quad R_f=0.0264\text{ K/W}.$$

After 20 ms the exponentials are $e^{-20/52.36}=0.6825$ and $e^{-20/7.64}=0.073$, so

$$T_1=40\left[0.4736(1-0.6825)+0.0264(1-0.073)\right]\text{ K}=7.0\text{ K}.$$

The pad is then 2.1 K above the boundary. The final rises are $40\times0.50=20$ K for the chip and 10 K for the pad.

At 90 % of the final rise, 2 K are still missing. By then the fast term has died out, leaving

$$40\times0.4736\,e^{-t/\tau_s}=2,\qquad t=52.36\ln(9.472)\text{ ms}=118\text{ ms}.$$

### (e) The real stack

With rough material values, an area of 1 cm² and $C=0.08$ J/K correspond to a silicon die 0.48 mm thick and a copper pad 0.23 mm thick. A bond layer of 50 µm with conductivity 2 W/(m K) has the resistance 0.25 K/W; one such layer lies between die and pad, and another between pad and cold plate. These are plausible dimensions for a die on a lead frame. Mounting the pad on a cold plate is a favourable arrangement; a pad soldered to a circuit board would need further stages for the board.

The ladder treats the die and pad as uniform in temperature and the bond layers as storing no heat. A one-dimensional model that resolves all four layers removes both assumptions. Its total resistance is 0.539 K/W, 8 % above the ladder value, owing to conduction through silicon and copper. Its two slowest time constants are 57.4 and 8.3 ms, each about 9 to 10 % above the ladder values. With the heat storage of the bond layers removed, the slow one is 53.6 ms, so this storage accounts for most of its shift.

The larger failure is at short times, when heat has not yet crossed the die. The die then acts as a half-space with conductivity $k$ and heat capacity per volume $c$. In the Laplace domain its temperature falls with depth $x$ as $e^{-x\sqrt{sc/k}}$. Equating the surface flux $\sqrt{skc}\,T$ to the transform $q/s$ of a constant flux $q$ gives $T=q/(s^{3/2}\sqrt{kc})$. Since $s^{-3/2}$ is the transform of $2\sqrt{t/\pi}$,

$$T(t)=2q\sqrt{\frac{t}{\pi kc}} .$$

For $q=40$ W/cm² this gives 0.29 K after 0.1 ms, as does the layered model, while the ladder gives 0.05 K. After 1 ms the values are 0.92 K (layered) and 0.49 K (ladder). By 20 ms they are 7.5 K and 7.0 K. The half-space and layered values assume that all heat is released at the surface; if it is generated uniformly over the top 50 µm, the half-space rise after 0.1 ms is 0.23 K. This ladder is therefore unsuitable for the surface temperature during millisecond pulses, although from 20 ms onward it agrees with the layered model to within 10 %.

Other departures were estimated one at a time with everything else fixed. All were computed in the ladder except the change in silicon's conductivity, which was applied to the resistance of the die itself. A cold-plate resistance of 0.05 K/W that stores no heat, the case $R_3=0.2R$ above, lengthens the slow time constant by 15 %. This is a small value for such a contact: spreading from 1 cm² into a thick copper block alone amounts to about 0.12 K/W, and a real plate also stores heat. A die bond with 20 % more resistance lengthens it by 6 %. A pad 10 % larger than the die in both length and width, if uniform in temperature and bonded to the cold plate over its whole area, shortens it by 8 %, because $R_2$ falls as $C_2$ grows; with the lower bond kept at the size of the die, the added capacitance lengthens it by 6 %. Heat loss to air, and the temperature dependence of silicon over the 20 K rise from a plate near 300 K, change the slow time constant or the total resistance by about 2 % or less. For a die near 400 K the silicon values must be taken at that temperature; its larger heat capacity lengthens the slow time constant by roughly 8 %. Heating confined to part of the die surface is outside all these estimates and would raise the local temperature further.

## Computed results

```
UNIT LADDER (R = C = 1), slow then fast
rates: 0.3820, 2.6180
time constants / RC: 2.6180, 0.3820
Laplace residues k_i: 0.7236, 0.2764
Foster resistances / R: 1.8944, 0.1056
Foster capacitances / C: 1.3820, 3.6180
steady rises of nodes 1, 2 per unit power: 2.0000, 1.0000
node 2 decay amplitudes: 1.1708, -0.1708
Foster resistances if node 2 is heated: 0.7236, 0.2764
EXAMPLE
R = 0.25 K/W, C = 0.08 J/K, power = 40 W, RC = 20.0 ms
time constants: 52.36, 7.64 ms
Foster resistances: 0.4736, 0.0264 K/W
Foster capacitances: 0.1106, 0.2894 J/K
final rises, node 1 and node 2: 20.00, 10.00 K
t = 1 ms: node 1 0.488 K, node 2 0.012 K
t = 5 ms: node 1 2.232 K, node 2 0.246 K
t = 20 ms: node 1 6.993 K, node 2 2.134 K
t = 50 ms: node 1 12.708 K, node 2 5.497 K
t = 100 ms: node 1 17.194 K, node 2 8.266 K
t = 200 ms: node 1 19.584 K, node 2 9.743 K
time to 90% of final rise: 117.7 ms
LAYERED MODEL (rough material values)
area 1.0 cm2; Si 0.482 mm, Cu 0.232 mm
bond layers 50 um, conductivity 2.00 W/(m K)
Si, Cu conductivity: 148, 390 W/(m K)
Si, Cu, bond heat capacity: 1.66, 3.45, 2.00 J/(cm3 K)
two slowest time constants: 57.38, 8.33 ms
same, no heat stored in bonds: 53.60, 7.91 ms
total resistance: 0.5385 K/W; final surface rise 21.54 K
t = 0.1 ms: surface 0.288 K, ladder 0.050 K
t = 1.0 ms: surface 0.924 K, ladder 0.488 K
t = 20.0 ms: surface 7.459 K, ladder 6.993 K
t = 100.0 ms: surface 18.078 K, ladder 17.194 K
half-space law at 0.1 ms: 0.288 K
OTHER EFFECTS: change of slow time constant, of total resistance
pad 10% wider than die: -7.88 %, -8.68 %
die glue 20% thicker: +5.66 %, +10.00 %
cold plate adds 0.05 K/W: +14.59 %, +10.00 %
Si heat capacity at final rise: +1.45 %, +0.00 %
air loss, 10 W/(m2 K): -0.05 %, -0.05 %
Si conductivity drop at final rise: total resistance +0.57 %
false initial jump, plate resistance on Foster chain: 2.00 K
```
